Landauer Transmission in PAW: Why Lead Couplings Need e S − H~, part 1

(Sections cited here and not found follow in the second part.)

## First half: overlapping orbitals, flux and the trace formula

### A perfect wire with one orbital per cell

Take an infinite row of identical orbitals, one per cell, with real matrix elements h0 = ⟨n|H|n⟩, h1 = ⟨n|H|n+1⟩ and s1 = ⟨n|n+1⟩. Each orbital is normalized, and all elements between more distant cells vanish. Hartree atomic units are used, so ħ = 1. The overlap matrix is positive if |s1| < 1/2.

Write a stationary state as ψ = Σ_n c_n |n⟩ and project (e − H)ψ = 0 on orbital m. Overlap multiplies the energy, so the equation is

K0 c_m + K1 (c_(m−1) + c_(m+1)) = 0, K0 = e − h0, K1 = e s1 − h1.

The number that connects neighbouring cells is therefore K1, not −h1. A Bloch wave c_n = exp(iθn) gives

K0 + 2 K1 cos θ = 0, or e(θ) = (h0 + 2 h1 cos θ) / (1 + 2 s1 cos θ).

Differentiate the first form with respect to θ, remembering that K0 and K1 contain e:

(de/dθ)(1 + 2 s1 cos θ) − 2 K1 sin θ = 0.

The wave moves to the right if de/dθ > 0, that is, if K1 sin θ > 0. This sign of θ is used below.

Now call one site the centre and everything on either side a lead. The centre feels a lead through the corner element g of the inverse of the lead's matrix. Number the lead sites 1, 2, … away from the centre. The first column x of the inverse obeys

K0 x_1 + K1 x_2 = 1, K0 x_n + K1 (x_(n−1) + x_(n+1)) = 0 for n > 1.

With e replaced by e + i0, the solution must decay away from the centre. Since θ acquires the imaginary part 0⁺/(de/dθ), the decaying choice is the outgoing wave x_n = x_1 exp(iθ(n−1)). Continue it to x_0 = x_1 exp(−iθ). The Bloch equation at site 1 then says K0 x_1 + K1 x_2 = −K1 x_0, so

−K1 exp(−iθ) x_1 = 1, g = x_1 = −exp(iθ)/K1.

Eliminating the lead sites adds to the central equation the self-energy

Σ = K1 g K1 = −K1 exp(iθ), Γ = i(Σ − Σ*) = 2 K1 sin θ.

There are two leads, hence

G = 1/(K0 − 2Σ) = 1/(−2K1 cos θ + 2K1 cos θ + 2i K1 sin θ) = 1/(2i K1 sin θ).

The transmission is τ = Γ G Γ G* = Γ²|G|² = 1. A perfect wire transmits perfectly, as it must.

Repeat the calculation with one change: connect the centre to the leads by −h1 instead of K1, while leaving the interior of each lead correct. Let λ = (h1/K1)². Then

Σ' = h1² g = −λ K1 exp(iθ), Γ' = 2λ K1 sin θ,

K0 − 2Σ' = 2K1 [(λ − 1) cos θ + iλ sin θ],

and the result is

τ' = λ² sin²θ / [(1 − λ)² cos²θ + λ² sin²θ].

The wrong coupling has inserted two artificial contacts into a perfect wire.

For numbers choose h0 = −0.2, h1 = −0.1 hartree, s1 = 0.2 and θ = π/3. The energy is (−0.2 − 0.1)/1.2 = −0.25 hartree, and K1 = −0.05 + 0.1 = 0.05 hartree. Thus λ = (0.1/0.05)² = 4 and

τ' = 16 × 0.75 / (9 × 0.25 + 16 × 0.75) = 12/14.25 = 0.842.

A more telling change is to move the zero of energy. Adding a constant v to the Hamiltonian changes h0 to h0 + v, h1 to h1 + v s1 and e to e + v. The combinations K0 and K1 do not change, but λ does:

- v = 0.25 hartree gives h1 = −0.05, λ = 1 and τ' = 1.
- v = 0.50 hartree gives h1 = 0, λ = 0 and τ' = 0.
- v = −0.50 hartree gives h1 = −0.2, λ = 16 and τ' = 0.773.

One and the same wire is a perfect conductor, an insulator or something between, depending on a number without physical content. The correct coupling gives 1 in all these cases. The closed form for τ' agrees with a numerical evaluation for each of the four energy zeros, within the tested tolerance of 10⁻⁵.

Three limits of the formula are worth checking. If s1 = 0, then K1 = −h1, λ = 1 and the error disappears. If e = 0 on the scale in use, the same happens; this is the case v = 0.25. If cos θ = 0, then τ' = 1 for every nonzero λ. That last agreement is accidental: both artificial contacts reflect, but their reflections cancel at this energy. A single correct value is thus no proof of a correct coupling.

### Flux for a general pair of matrices

Let H and S now be Hermitian matrices of finite range, with S positive definite. Define

K = e S − H, K c = 0

for a stationary state at real energy e. The time-dependent equation is i S ċ = H c. What is the current through a cut when basis functions on its two sides overlap?

Introduce a step operator χ, which is 0 far to the left and 1 far to the right; near the cut it may be any operator of finite range. The norm on the right is N = c†Sχc, up to an ambiguity confined to the neighbourhood of the cut. For a normalizable packet, ċ†S = i c†H, and therefore

dN/dt = i c†Hχc + c†Sχċ = i c†(Hχc − iSχċ).

The vector in parentheses is local. Far to the left χ = 0; far to the right χ = 1 and the equation of motion makes it vanish. If the packet is narrow in energy, then ċ = −ie c near the cut to leading order in its energy width. The parentheses become (H − eS)χc = −Kχc, so the flux to the right is

J = −i c†(Kχc).

The product Kχc has to be formed first. It has finite support, while c has not, so moving K to the left in this expression would not be allowed.

Replace χ by χ + δ, where δ gives a vector of finite support. Now K may be moved, and

c†Kδc = (Kc)†δc = 0.

The flux does not depend on where the cut is placed or on how the step is shaped.

For a sharp cut, let χ keep the coefficients c_r on the right and remove c_l on the left. The right-hand rows of Kc = 0 give K_rr c_r = −K_rl c_l. Hence

c†Kχc = c_l†K_lr c_r + c_r†K_rr c_r = c_l†K_lr c_r − c_r†K_rl c_l = 2i Im(c_l†K_lr c_r),

J = 2 Im(c_l†K_lr c_r).

This is real, and by independence of χ it is real for every step. If H alone is inserted, using −H_lr = K_lr − eS_lr, the result is

J_H = −2 Im(c_l†H_lr c_r) = J − 2e Im(c_l†S_lr c_r).

Nothing makes the last term the same at every cut. So J_H is not in general a conserved flux, even though H is Hermitian.

### The flux of a Bloch wave

In a periodic lead let K_0 be the block within a cell and K_1 the block from cell n to cell n+1. A Bloch wave c_n = exp(iθn)u satisfies K(θ)u = 0 with

K(θ) = K_0 + K_1 exp(iθ) + K_1† exp(−iθ).

Define S(θ) in the same way. Differentiate u†K(θ)u = 0 along a band. The derivatives of u drop out because K(θ)u = 0 and u†K(θ) = 0. What remains is

u†(∂K/∂θ)u + (de/dθ) u†S(θ)u = 0.

With X = u†K_1u exp(iθ), the first term is i(X − X*) = −2 Im X. The sharp-cut formula gives J = 2 Im X, so

J = (de/dθ) u†S(θ)u.

The flux is the norm per cell times the group velocity in cells per unit time. In the wire both sides can be evaluated after division by the norm per cell: 2 × 0.05 × 0.8660/1.2 = 0.0722 hartree, which agrees with the slope of the band found by finite differences.

In a half-infinite lead, different Bloch waves at the same energy do not mix in the flux. Consider −i a†(Kχb) for two such solutions a and b. It is independent of χ, since Ka = 0. Moving χ by one cell also multiplies it by exp(i(θ_b − θ_a*)), where the conjugate matters for decaying waves, whose θ is complex. If this factor is not 1, the quantity is zero. The argument covers products of waves that decay in the same direction, and of one of these with a propagating wave. It does not cover a decaying and a growing wave with θ_b = θ_a*, which can carry flux together, as in tunnelling through a finite barrier. In a half-infinite lead the growing waves are excluded. If several waves share the same θ and e, they can be combined to diagonalize the flux. The total flux in such a lead is therefore a sum over open channels.

### Eliminating the leads

Split the system into a left lead L, a centre C and a right lead R, with K_LR = 0. Start with a state u of the isolated left lead, K_LL u = 0: an incoming wave together with its total reflection at the end of the lead. After connection write c_L = u + x. The three block rows are

K_LL(u + x) + K_LC c_C = 0,
K_CL(u + x) + K_CC c_C + K_CR c_R = 0,
K_RC c_C + K_RR c_R = 0.

With e + i0, the first and third have outgoing solutions

x = −g_L K_LC c_C, c_R = −g_R K_RC c_C, g_X = (K_XX)⁻¹,

where X is L or R. Insert them in the second row:

c_C = −G K_CL u,
G = (K_CC − Σ_L − Σ_R)⁻¹, Σ_X = K_CX g_X K_XC.

No choice has been made here. Block elimination puts K_CX into both the source and the self-energies.

The flux into the right lead follows from the sharp-cut formula:

J_R = 2 Im(c_C†K_CR c_R) = −2 Im(c_C†Σ_R c_C) = c_C†Γ_R c_C,

where Γ_X = i(Σ_X − Σ_X†).

It remains to sum over incoming waves. Normalize the lead states by u_e†S_LL u_e' = δ(e − e'), with orthogonal states at equal energy. Completeness gives g_L(e + i0) the spectral form ∫de' Σ u u†/(e + i0 − e'), plus bound-state terms, which do not contribute away from bound-state energies. Taking its anti-Hermitian part gives

i(g_L − g_L†) = 2π Σ u u†, Γ_L = 2π Σ K_CL u u†K_LC.

Consequently

2π Σ J_R = 2π Σ u†K_LC G†Γ_R G K_CL u = Tr[Γ_R G Γ_L G†].

The factor 2π is the inverse of the incoming flux. To see this, consider one channel with incoming amplitude A. On a half-line the incoming and reflected parts each contribute π|A|² u†S(θ)u δ(θ − θ') to the overlap, where u is here the Bloch vector. Their sum is 2π|A|² u†S(θ)u (de/dθ) δ(e − e') = 2πF δ(e − e'), where F is the incoming flux. The nonsingular parts cancel because states of different energy are orthogonal. Normalization then requires F = 1/(2π). With several channels the reflection matrix is unitary between flux-normalized waves, so the same argument gives orthogonal incoming amplitudes, each set carrying total flux 1/(2π). The correction x is outgoing and does not alter them. The trace is therefore the sum of transmission probabilities.

The order of the two leads can be exchanged. Let Γ = Γ_L + Γ_R. From G⁻¹ − (G⁻¹)† = iΓ it follows that

i(G − G†) = GΓG† = G†ΓG.

Multiply the last two expressions by Γ_L and take the trace. The terms with Γ_L twice are equal by cyclic permutation, so the remaining terms are equal as well:

τ(e) = Tr[Γ_L G Γ_R G†] = Tr[Γ_R G Γ_L G†].

A lead with two orbitals per cell, with overlap inside and between cells, tests the sum. Written row by row, the blocks within a cell are H_0 = (0, 0.02; 0.02, 0.1) hartree and S_0 = (1, 0.05; 0.05, 1), and the blocks from cell n to cell n+1 are H_1 = (−0.2, −0.03; 0.04, −0.15) hartree and S_1 = (0.1, 0.02; −0.01, 0.08). The centre is one cell that scatters: its Hamiltonian block is H_0 + (0.25, 0.05; 0.05, −0.1) hartree, and all other blocks are those of the lead. Without this change two open channels would give τ = 2. At e = 0.05 hartree both channels are open. Matching Bloch waves and decaying waves directly gives τ = 1.6125, and the trace gives the same value within the tested tolerance of 10⁻⁵.

## Second half: the PAW map and the all-electron result

### What is carried over

For Hermitian H and positive S, a stationary state obeys Kc = 0 with K = eS − H. Its flux is J = −i c†(Kχc) for any step operator χ, and a local change of χ has no effect. Across a sharp cut, J = 2 Im(c_l†K_lr c_r). With L and R the leads and C the centre, and K_LR = 0, the sum of transmission probabilities is

τ(e) = Tr[Γ_L G Γ_R G†],
G = (K_CC − Σ_L − Σ_R)⁻¹, Σ_X = K_CX g_X K_XC,
g_X = (K_XX)⁻¹, Γ_X = i(Σ_X − Σ_X†),

where e means e + i0. These results hold for any such pair of matrices. What has to be shown is that the PAW pair describes the same scattering as the all-electron Hamiltonian.

From here on H denotes the all-electron one-electron Hamiltonian, whose overlap is the identity. It may be a self-consistent mean-field Hamiltonian, but it is taken as given: the equality concerns scattering by this H, and says nothing about interaction effects that H leaves out.

### The map and its inverse

The projector augmented-wave map takes a smooth function ψ~ to an all-electron function ψ = Tψ~:

T = 1 + Σ_i |Δ_i⟩⟨p_i|, Δ_i = φ_i − φ~_i.

Here φ_i is an all-electron partial wave and φ~_i its smooth counterpart. They agree outside an augmentation sphere, so Δ_i is confined to it. The projectors p_i are confined to the same sphere and satisfy ⟨p_i|φ~_j⟩ = δ_ij. The index i also runs over atoms, and different spheres do not overlap.

The proof needs T to be invertible. Within one sphere, collect the Δ_i as columns of D and the p_i as columns of P. The identity det(1 + DP†) = det(1 + P†D) reduces the question to a small matrix:

(1 + P†D)_ij = δ_ij + ⟨p_i|φ_j⟩ − ⟨p_i|φ~_j⟩ = ⟨p_i|φ_j⟩.

So T is invertible if this matrix is nonsingular for each atom. Outside the spheres T⁻¹, like T, is the identity.

Now define the full transforms

H~ = T†HT, S = T†T, K~ = eS − H~ = T†(e − H)T.

Since T† is invertible too,

K~ψ~ = 0 if and only if (e − H)ψ = 0, with ψ = Tψ~.

The simplest limit is T = 1: then S = 1, and K~ is the original e − H.

We now have the flux and the trace formula for any Hermitian H with positive overlap S, and an invertible PAW map that links smooth and all-electron stationary states at the same energy. It remains to show that the map also preserves flux and transmission, to see what finite orbital sets and the usual PAW expressions change, and to test the result on a grid chain.
